# When hydroxyl loss and precursor decomposition give a growth minimum, part 1

(Sections cited here and not found follow in the second part.)

## 1. The growth model and the position of its minimum

### Definitions and conventions

The growth per cycle \(g(T)\) is the film thickness added by one complete deposition cycle at substrate temperature \(T\). A cycle consists of a water pulse, a purge of duration \(t_w\), a metal-precursor pulse of duration \(t_p\), and a second purge. The growth is written as

\[
g(T)=h(T)+d(T), \tag{1}
\]

where \(h\) is the thickness from precursor molecules that react with surface hydroxyls, and \(d\) is the thickness from precursor molecules that decompose thermally. A prime denotes a derivative with respect to \(T\), with all pulse times and supply conditions held fixed.

Boltzmann's constant \(k_B\) is kept throughout. Numerical energies are in electronvolts, so that \(k_B=8.617333\times10^{-5}\) eV/K. Growth is in picometres per cycle and slopes are in pm/K, the words "per cycle" being understood.

Equation (1) is an assumption about the surface chemistry: the two channels do not disturb each other. The second half estimates the error for one kind of disturbance, in which decomposition buries hydroxyls.

At a minimum inside a temperature range \(g'=0\), hence

\[
-h'(T)=d'(T). \tag{2}
\]

The falling slope and the rising slope then have equal magnitudes. Equation (2) is necessary, but it does not by itself establish a minimum. It also holds at a maximum, and it may have no solution in the range of interest. What is needed in addition depends on the shapes of \(h\) and \(d\), which are now derived.

### Hydroxyls that survive the purge

Each water pulse is assumed to restore the same hydroxyl density \(N_0\), a number per area. During the following purge, hydroxyls are lost, for instance by combining and leaving as water. The sites are not equivalent, so the loss has a distribution of energy barriers \(\varepsilon\). The model takes this distribution to be flat between \(\varepsilon_1\) and \(\varepsilon_2\): the density with barriers in an interval \(d\varepsilon\) is initially \(N_0\,d\varepsilon/(\varepsilon_2-\varepsilon_1)\).

Within one barrier class the loss is first order, with attempt frequency \(\nu\):

\[
\frac{dn_\varepsilon}{dt}=-\nu e^{-\varepsilon/k_BT}\,n_\varepsilon .
\]

This treats each hydroxyl group, or each reacting pair, as an independent unit with its own barrier. The rate is constant during the purge, so the surviving fraction of a class is \(\exp(-\nu t_w e^{-\varepsilon/k_BT})\). With \(x=\nu t_w\), the density at the start of the precursor pulse is

\[
N(T)=\frac{N_0}{\varepsilon_2-\varepsilon_1}\,I(T),\qquad
I(T)=\int_{\varepsilon_1}^{\varepsilon_2}\exp\!\left(-x e^{-\varepsilon/k_BT}\right)d\varepsilon . \tag{3}
\]

To evaluate \(I\), let \(y=xe^{-\varepsilon/k_BT}\). Then \(dy=-y\,d\varepsilon/(k_BT)\), or \(d\varepsilon=-k_BT\,dy/y\). The limits become

\[
y_1=xe^{-\varepsilon_1/k_BT},\qquad y_2=xe^{-\varepsilon_2/k_BT},
\]

with \(y_1>y_2\). The minus sign is absorbed by reversing the limits:

\[
I=k_BT\int_{y_2}^{y_1}\frac{e^{-y}}{y}\,dy
=k_BT\left[\mathcal E(y_2)-\mathcal E(y_1)\right],\qquad
\mathcal E(y)=\int_y^\infty\frac{e^{-z}}{z}\,dz . \tag{4}
\]

The function \(\mathcal E\) is the exponential integral. Its behaviour at small argument is needed, including the constant. Integration by parts gives

\[
\mathcal E(y)=-e^{-y}\ln y+\int_y^\infty e^{-z}\ln z\,dz .
\]

As \(y\to0\), the last integral tends to \(\int_0^\infty e^{-z}\ln z\,dz=-\gamma\), where \(\gamma\) is Euler's constant. Also \((1-e^{-y})\ln y\to0\). Therefore \(\mathcal E(y)+\ln y\to-\gamma\). The derivative of \(\mathcal E(y)+\ln y\) is \((1-e^{-y})/y\), so integration from zero gives

\[
\mathcal E(y)=-\gamma-\ln y+B(y),\qquad
B(y)=\int_0^y\frac{1-e^{-z}}{z}\,dz . \tag{5}
\]

Because \(0\le 1-e^{-z}\le z\) for \(z\ge0\), the correction satisfies \(0\le B(y)\le y\).

Equation (5) is now used for \(y_2\). Since \(-\ln y_2=-\ln x+\varepsilon_2/k_BT\), equation (4) becomes

\[
I=\varepsilon_2-k_BT\Lambda+k_BT\left[B(y_2)-\mathcal E(y_1)\right],\qquad
\Lambda=\ln(\nu t_w)+\gamma . \tag{6}
\]

No approximation has been made in the integral so far. The bracket is small if \(y_2\ll1\) and \(y_1\gg1\), because \(B(y_2)\le y_2\) and \(\mathcal E(y_1)<e^{-y_1}/y_1\). Under these two conditions

\[
N(T)\simeq N_0\,\frac{\varepsilon_2-k_BT\Lambda}{\varepsilon_2-\varepsilon_1}. \tag{7}
\]

The energy \(k_BT\Lambda\) acts as a threshold. Classes with barriers well below it have been emptied during the purge, and classes well above it are intact. The threshold moves upward in proportion to \(T\), and a flat distribution turns this motion into a linear loss. A distribution that is not flat would generally give a curved \(h(T)\).

The line in equation (7) reaches full coverage and zero coverage at

\[
T_a=\frac{\varepsilon_1}{k_B\Lambda},\qquad
T_b=\frac{\varepsilon_2}{k_B\Lambda}. \tag{8}
\]

These are the ends of the linear window. The actual coverage is rounded near both ends: at \(T_a\), for example, \(y_1=xe^{-\Lambda}=e^{-\gamma}\), which is not large. The linear law therefore applies inside the window and away from its edges.

### Hydroxyl-limited growth

Let one attached metal atom consume \(q\) hydroxyls on average, and let \(v\) be the film volume per metal atom. The precursor pulse is assumed long enough to use all the surviving hydroxyls, and attachment is fast enough for further thermal hydroxyl loss during it to be neglected. The number of attached metal atoms per area is then \(N/q\), and the thickness is

\[
h(T)=\frac{vN(T)}{q}. \tag{9}
\]

With \(h_0=vN_0/q\) for the growth at full hydroxyl coverage, equation (7) gives

\[
h(T)=h_0\,\frac{\varepsilon_2-k_BT\Lambda}{\varepsilon_2-\varepsilon_1}
=s(T_b-T),\qquad
s=\frac{h_0k_B\Lambda}{\varepsilon_2-\varepsilon_1}. \tag{10}
\]

The second form follows by taking \(k_B\Lambda\) out of the numerator and using equation (8). Thus \(h'=-s\), with \(s>0\). Here \(v\), \(q\), \(N_0\) and \(\nu\) are taken as independent of temperature. If steric crowding rather than hydroxyl supply limits attachment, equation (9) does not apply.

### Growth from decomposition

Decomposition deposits metal atoms at the rate per area

\[
r(T)=r_0e^{-E/k_BT},
\]

with constant prefactor \(r_0\) and activation energy \(E\). The precursor supply is fixed and is not depleted, and decomposition does not depend on the hydroxyl coverage. During a pulse of duration \(t_p\) the thickness added is \(v r t_p\), so

\[
d(T)=De^{-E/k_BT},\qquad D=vr_0t_p . \tag{11}
\]

Unlike the saturated hydroxyl reaction, this contribution keeps growing with pulse time. The derivative of the exponent \(-E/k_BT\) is \(+E/k_BT^2\), and hence

\[
d'(T)=\frac{E}{k_BT^2}\,d(T)>0 . \tag{12}
\]

It is convenient to define the dimensionless ratio

\[
u(T)=\frac{E}{k_BT},
\]

so that \(d'=ud/T\).

### Existence and uniqueness

Taking the logarithm of equation (12) gives \(\ln d'=\ln d+\ln(E/k_B)-2\ln T\). Differentiation then yields

\[
\frac{d''}{d'}=\frac{E}{k_BT^2}-\frac2T=\frac{u-2}{T}. \tag{13}
\]

The decomposition curve is convex when \(u>2\), that is, when \(T<E/2k_B\).

Suppose that \(h\) is linear between \(T_a\) and \(T_b\), and that \(T_b<E/2k_B\). The total slope \(g'=-s+d'\) then increases strictly across the window. There are three possibilities:

- If \(d'(T_a)<s<d'(T_b)\), then \(g'\) changes from negative to positive. By continuity it has a zero, and by strict increase it has only one. This zero is the minimum.
- If \(d'(T_a)\ge s\), growth rises throughout the interior. Decomposition is already too strong at the start of the window.
- If \(d'(T_b)\le s\), growth falls throughout the interior. Decomposition is too weak to reverse the trend within the window.

The condition

\[
d'(T_a)<s<d'(T_b) \tag{14}
\]

is therefore both necessary and sufficient for an interior minimum of the linear model. To examine a narrower experimental range, the same argument applies with \(T_a\) and \(T_b\) replaced by the ends of that range.

For a curved \(h\), a solution of equation (2) is a minimum if \(h''+d''>0\) and a maximum if \(h''+d''<0\). If the sum vanishes, higher derivatives must be examined. Convexity of \(d\) alone is not enough when \(h\) is concave.

### Closed form for the temperature

Equation (2) with the linear \(h\) reads \(s=d'\). To solve it, \(T\) is eliminated in favour of \(u\). Since \(1/T=k_Bu/E\),

\[
d'=De^{-u}\,\frac{E}{k_B}\,\frac{k_B^2u^2}{E^2}
=\frac{k_BD}{E}\,u^2e^{-u}.
\]

Setting this equal to \(s\) gives

\[
u^2e^{-u}=c,\qquad c=\frac{sE}{k_BD}. \tag{15}
\]

The constant \(c\) is dimensionless: \(sE/k_B\) has the dimension of length, as does \(D\). Inserting \(s\) and \(D\) shows that the film volume \(v\) cancels:

\[
c=\frac{N_0\Lambda E}{q\,r_0t_p(\varepsilon_2-\varepsilon_1)}. \tag{16}
\]

The film volume scales both contributions equally. It changes the thickness at the minimum but not its temperature.

Since \(u>0\), the positive square root of equation (15) is \(ue^{-u/2}=\sqrt c\). Multiplication by \(-1/2\) gives

\[
\left(-\frac u2\right)e^{-u/2}=-\frac{\sqrt c}{2}.
\]

The Lambert function \(W(z)\) is defined by \(We^W=z\), so \(-u/2=W(-\sqrt c/2)\). For \(-1/e<z<0\) there are two real values: \(W_{-1}(z)<-1\) and \(-1<W_0(z)<0\). The first gives \(u>2\), the convex side. The minimum is therefore at

\[
u_m=-2W_{-1}\!\left(-\frac{\sqrt c}{2}\right),\qquad
T_m=\frac{E}{k_Bu_m},\qquad c<\frac4{e^2}. \tag{17}
\]

The bound on \(c\) follows from \(\sqrt c/2<1/e\). The other real branch gives \(u<2\), where equation (13) makes \(d''\) negative. It is a maximum of the linear expression continued to \(T>E/2k_B\), outside the window considered here. At \(c=4/e^2\) the two solutions merge at \(u=2\), and \(g'\) touches zero without changing sign.

The bound on \(c\) does not replace condition (14). An implementation must also check that \(T_m\) lies between \(T_a\) and \(T_b\).

If the lower Lambert branch is unavailable, the logarithm of equation (15) supplies an iteration:

\[
u_{j+1}=2\ln u_j-\ln c. \tag{18}
\]

For \(c<4/e^2\), any start \(u_0\ge2\) converges to \(u_m\). The right-hand side increases with \(u\). It exceeds \(u\) for \(2\le u<u_m\), and it is smaller than \(u\) for \(u>u_m\), so the iterates approach \(u_m\) from one side. Near the solution each step multiplies the error by about \(2/u_m\), the derivative of the right-hand side. This form also avoids evaluating very small values of \(c\) directly, since \(\ln c\) can be assembled from the logarithms of its factors.

## 2. Properties of the minimum, limits and a worked example

### Symbols and results carried forward

The growth per cycle is \(g=h+d\). Inside the linear hydroxyl window, \(h=s(T_b-T)\), with \(s=h_0k_B\Lambda/(\varepsilon_2-\varepsilon_1)\). Here \(h_0=vN_0/q\) is the growth at full hydroxyl coverage, \(v\) the film volume per metal atom, \(N_0\) the initial hydroxyl density and \(q\) the number of hydroxyls consumed per metal atom. The hydroxyl-loss barriers run from \(\varepsilon_1\) to \(\varepsilon_2\). The purge enters through \(\Lambda=\ln(\nu t_w)+\gamma\), and the window ends are \(T_{a,b}=\varepsilon_{1,2}/(k_B\Lambda)\).

Decomposition gives \(d=De^{-E/k_BT}\), with \(D=vr_0t_p\) and \(u=E/k_BT\). The minimum satisfies \(s=d'=ud/T\), or \(u^2e^{-u}=c=sE/(k_BD)\) on the branch \(u>2\). A subscript \(m\) denotes a value at this minimum.

### A worked example

The following are round model parameters, not those of a named material: \(N_0=9\times10^{18}\) m\(^{-2}\), \(q=2\), \(v=2\times10^{-29}\) m\(^3\), \(\varepsilon_1=1\) eV, \(\varepsilon_2=3\) eV, \(\nu=10^{13}\) s\(^{-1}\), \(t_w=10\) s, \(t_p=1\) s, \(r_0=5\times10^{29}\) m\(^{-2}\) s\(^{-1}\) and \(E=1.5\) eV.

They give \(h_0=90\) pm, \(D=10\) m and \(\Lambda=\ln(10^{14})+\gamma=32.813\). The large value of \(D\) is a prefactor, not a thickness reached in the window. The window runs from 353.7 to 1061.0 K, and

\[
s=\frac{90\times8.617333\times10^{-5}\times32.813}{3-1}
=0.1272\ \text{pm/K}.
\]

The decomposition slope is \(5.9\times10^{-10}\) pm/K at \(T_a\) and \(1.2\times10^4\) pm/K at \(T_b\). It therefore passes through \(s\). The value at \(T_b\) is formal: there \(d\) is about 750 nm per cycle, and undepleted supply is doubtful. With the burial parameters used below, simple addition already fails above roughly 750 to 850 K. The crossing itself lies near 600 K, where \(d\) is a few picometres and the assumptions can hold. The convexity limit \(E/2k_B=8703\) K lies above the window, so the minimum is unique within the linear model. From \(c=2.215\times10^{-10}\) one obtains \(u_m=28.963\), and

\[
T_m=\frac{1.5}{8.617333\times10^{-5}\times28.963}
=601.0\ \text{K}=327.9\ {}^\circ\text{C}.
\]

Direct minimization, with the hydroxyl density obtained by integrating over the barriers, gives the same temperature to the digits shown. This comparison was made for nine combinations of pulse time and activation energy, with agreement required to within 0.01 K. From 400 to 750 K, the largest error found in the linear surviving fraction is \(2.2\times10^{-8}\), as a fraction of the initial hydroxyl density.

The linear model has a single interior minimum exactly when condition (14) holds and the window lies below \(E/2k_B\), and equation (17) gives its temperature, 601.0 K in the example. What remains is the thickness and curvature at the minimum, its response to the process times, and the effects of hydroxyl burial and of the rounded onset of the hydroxyl loss.

Numbers in the example were calculated in double precision.
